# Where the Thermionic-Field Current Through a Schottky Barrier Peaks in Energy

A calculation of contact resistance from electron transmission has to choose an energy window before it starts. A window of ten $kT$ on either side of the Fermi level seems generous, since the occupation has fallen to about $e^{-10}$ at its upper edge. For a moderately doped contact it can nevertheless end below the energy at which most electrons cross, because the transmission at first rises with energy faster than the occupation falls. The place where the two balance fixes the window.

Let the metal fill $x<0$ and an n-type semiconductor fill $x>0$. Energies are measured from the conduction edge in the bulk, and $E$ is the part belonging to motion along $x$. The donors have uniform density $N$, all ionised, and the region $0<x<W$ is taken to be empty of electrons. The electron's potential energy $\phi$ is $-q$ times the electrostatic potential, so the positive charge density $qN$ gives

$$\phi''=\frac{q^2N}{\varepsilon},\qquad \phi(W)=\phi'(W)=0 .$$

Integrating twice,

$$\phi(x)=\frac{q^2N}{2\varepsilon}(W-x)^2=V\left(1-\frac{x}{W}\right)^2,\qquad W^2=\frac{2\varepsilon V}{q^2N},$$

where $V=\phi(0)$ is the band bending, an energy. This is half of an oscillator well $\tfrac12 m\omega^2(W-x)^2$ with $\omega=q\sqrt{N/(m\varepsilon)}$, where $m$ is the effective mass along $x$. Half its quantum is the energy that governs tunnelling:

$$E_{00}=\frac{\hbar\omega}{2}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .$$

At zero bias the net current vanishes, so what can have a peak is the current in one direction, which the opposite current cancels. Take the flow from semiconductor to metal, and let $D(E)$ be the transmission probability, with transverse momentum conserved. Since $v_x\,dk_x=dE/\hbar$, and $d^2k_t$ integrated over angle gives $2\pi m_p\,dE_t/\hbar^2$, where $m_p$ is the transverse density-of-states mass summed over equivalent valleys,

$$J_0=\frac{2q}{(2\pi)^3}\,\frac{2\pi m_p}{\hbar^3}\int_0^\infty dE\,D(E)\int_0^\infty\frac{dE_t}{1+e^{(E+E_t-\zeta)/kT}} .$$

Here $\zeta$ is the Fermi level relative to the bulk edge. The inner integral is $kT\,S(E)$ with $S(E)=\ln[1+e^{(\zeta-E)/kT}]$. With $A^*=qm_pk^2/(2\pi^2\hbar^3)$ this becomes

$$J_0=\frac{A^*T^2}{kT}\int_0^\infty D(E)\,S(E)\,dE .$$

If the energies that matter lie several $kT$ above $\zeta$, then $S\approx e^{(\zeta-E)/kT}$, and the current per unit normal energy is proportional to $D(E)e^{-E/kT}$.

The same distribution governs the zero-bias conductance. A small forward bias $U$ raises the bulk by $qU$ relative to the metal and reduces the band bending to $V-qU$. The net current is

$$J(U)=\frac{A^*T^2}{kT}\int_0^\infty D(E;V-qU)\,[S(E)-S(E+qU)]\,dE .$$

On differentiating at $U=0$, the term containing the change of $D$ is multiplied by a bracket that is zero. The other term contains $-qS'(E)=qf(E)/kT$, where $f$ is the Fermi function. In the Boltzmann regime $f\approx S$, hence

$$\left.\frac{dJ}{dU}\right|_0=\frac{qJ_0}{kT},\qquad \rho_c=\frac{kT}{qJ_0},$$

with $\rho_c$ the specific contact resistivity.

For the transmission take the leading WKB form $D=e^{-\theta}$ below the barrier top and $D=1$ above it. The classical turning point is where $\phi=E$. With $u=1-x/W$ and $s=E/V$,

$$\theta=\frac{2}{\hbar}\int\sqrt{2m(\phi-E)}\,dx=\frac{2W\sqrt{2mV}}{\hbar}\int_{\sqrt s}^{1}\sqrt{u^2-s}\,du .$$

Inserting $W$ reduces the constant:

$$\frac{W\sqrt{2mV}}{\hbar}=\frac{2V}{q\hbar}\sqrt{\frac{m\varepsilon}{N}}=\frac{V}{E_{00}} .$$

An antiderivative of $\sqrt{u^2-s}$ is $\tfrac12[u\sqrt{u^2-s}-s\ln(u+\sqrt{u^2-s})]$. Its derivative is $\tfrac12[\sqrt{u^2-s}+(u^2-s)/\sqrt{u^2-s}]$, which is the integrand. Between the limits it gives

$$\frac12\left[\sqrt{1-s}-s\ln\frac{1+\sqrt{1-s}}{\sqrt s}\right].$$

The logarithm is $\operatorname{arccosh}(1/\sqrt s)$, which will be called $c$. Therefore

$$\theta=\frac{V}{E_{00}}\left[\sqrt{1-s}-s\,c\right],\qquad \frac{dc}{ds}=-\frac{1}{2s\sqrt{1-s}} .$$

Differentiating the bracket gives $-1/(2\sqrt{1-s})-c+1/(2\sqrt{1-s})=-c$. Since $dE=V\,ds$,

$$-\frac{d\theta}{dE}=\frac{c}{E_{00}}=\frac{1}{E_{00}}\operatorname{arccosh}\sqrt{\frac VE} .$$

The logarithm of the distribution, $-\theta-E/kT$, is stationary when this slope equals $1/kT$, that is, when $c=a$ with $a=E_{00}/kT$. Solving for $E$,

$$\boxed{E_m=\frac{V}{\cosh^2(E_{00}/kT)}} .$$

As $E$ rises from $0$ to $V$, $c$ falls steadily from infinity to zero, so it passes through $a$ once, from above. Above $V$ the transmission is constant and the distribution falls. The stationary point is therefore the single maximum.

The strength and width of the peak follow from the same expressions. At $E_m$, $\sqrt{1-s}=\tanh a$, so

$$\theta(E_m)+\frac{E_m}{kT}=\frac{V}{E_{00}}\left[\tanh a-\frac{a}{\cosh^2a}\right]+\frac{V}{E_{00}}\frac{a}{\cosh^2a}=\frac{V}{E_0},$$

with $E_0=E_{00}\coth a$. The second derivative of the logarithm is $(dc/ds)/(E_{00}V)=-1/(2E_{00}E\sqrt{1-s})$. Setting it equal to $-1/\sigma^2$ at the peak gives

$$\sigma^2=2E_{00}E_m\tanh a .$$

If the peak is well separated from both the bulk edge and the barrier top, the integral is approximately Gaussian:

$$J_0\approx\frac{A^*T^2}{kT}\,e^{\zeta/kT-V/E_0}\,\sqrt{2\pi}\,\sigma .$$

Consider a contact to n-type (100) silicon with a barrier of 0.65 eV from the metal's Fermi level, a rough value for a silicide. Take $N=5\times10^{18}$ cm$^{-3}$, relative permittivity 11.7 and 300 K. Four of the six valleys present the light mass, $0.19\,m_0$, along the normal, and they are treated first. The Fermi level lies 0.0424 eV below the bulk edge, so

$$V=0.65-0.0424=0.6076\ \text{eV},\qquad W=12.5\ \text{nm}.$$

With $E_{00}=0.02784$ eV and $kT=0.02585$ eV, $a=1.077$ and $\cosh^2a=2.684$. Hence

$$E_m=\frac{0.6076}{2.684}=0.226\ \text{eV},\qquad \sigma=\sqrt{2(0.02784)(0.2264)(0.792)}=0.100\ \text{eV}.$$

The peak is 10.4 $kT$ above the Fermi level. A window of $\pm10\,kT$ would end at 0.216 eV, just short of it, and lose nearly 60% of the current if applied to the normal energy, or about two thirds if applied to the total energy. The margin depends on the barrier height: at 0.60 eV the peak lies 9.7 $kT$ above the Fermi level, inside the window, although about half the current in normal energy still lies beyond it. In this model a window from the bulk edge to about $E_m+3\sigma=0.53$ eV is suitable for the normal energy.

The peak position was tested against direct numerical integration of the decay constant. With $V$ held at 0.6076 eV, dopings of 1, 5, 10 and $20\times10^{18}$ cm$^{-3}$ and temperatures of 250, 300 and 400 K gave a largest difference below $10^{-8}$ eV. This tests the algebra within WKB, not the barrier model.

For the resistivity, $E_0=0.03515$ eV and $V/E_0=17.29$. The four valleys give $A^*=201$ A cm$^{-2}$ K$^{-2}$, so

$$J_0\approx\frac{201\,(300)^2}{0.02585}\,e^{-1.64-17.286}\,(2.507)(0.0999)\approx1.06\ \text{A/cm}^2 .$$

Numerical integration of the distribution gives 1.03 A/cm$^2$, about 2% less than the Gaussian estimate, and $\rho_c=0.025\ \Omega\,$cm$^2$. A finite difference of the net current between $\pm0.1$ mV, with the band bending allowed to follow the bias, reproduces $qJ_0/kT$ to about one part in a million. The change of the barrier does drop out of the zero-bias slope.

A transport code may instead resolve the current in total energy $E_{tot}=E+E_t$, after summing over transverse momentum. That distribution is proportional to $e^{-E_{tot}/kT}G(E_{tot})$, where $G(E)=\int_0^E D\,dE'$, and it peaks where $D/G=1/kT$. Write $\alpha=-d\theta/dE$. Because $D=D'/\alpha$, integration by parts gives $G\approx(D/\alpha)(1+\alpha'/\alpha^2)$ to leading order, and so $D/G\approx\alpha-\alpha'/\alpha$. Near $E_m$, $\alpha\approx1/kT-(E-E_m)/\sigma^2$ and $\alpha'\approx-1/\sigma^2$. The condition becomes

$$\frac{E-E_m}{\sigma^2}\approx\frac{kT}{\sigma^2},$$

a shift of $kT$ upward, equal to the mean transverse energy. The computed peak is at 0.252 eV, a shift of 0.98 $kT$. With a Boltzmann supply the mean of the distribution shifts by exactly $kT$, but for the peak this is only the leading order: at the same barrier height the shift is 0.55, 0.89 and 1.36 $kT$ for dopings of $10^{17}$, $10^{18}$ and $2\times10^{19}$ cm$^{-3}$. At the last doping the peak lies only 1.4 $kT$ above the Fermi level, so the Boltzmann supply no longer holds, and with Fermi statistics the conductance peak shifts by 1.1 $kT$. A comparison with such a code must allow for this difference of definition.

The assumptions behind the formula weaken at both ends of the doping range. For $a\ll1$, expansion gives $V-E_m\approx Va^2$ and

$$\theta(E_m)\approx\frac{V}{E_{00}}\left[\left(a-\frac{a^3}{3}\right)-(a-a^3)\right]=\frac{2VE_{00}^2}{3(kT)^3} .$$

When this is not large, the peak lies so near the top that WKB without a prefactor is unreliable and much of the current passes over the barrier. At $10^{17}$ cm$^{-3}$, with the same barrier height and temperature, $\theta(E_m)=0.30$ and the over-barrier share is 32% for the light valleys in this model (35% with the heavy valleys included), against 0.02% in the main example. The error of WKB itself falls mainly on the size of the current there: for the model metals introduced below, the wave equation gives 0.5 to 0.8 of the WKB current and a peak near 0.48 eV, about half of $kT$ below the formula's 0.493 eV. The classical image force matters more for the position at this doping: it lowers the barrier top to 0.466 eV, below the formula's peak, moves the peak to about 0.47 eV, and raises the over-barrier share in WKB to nearly 60%.

For $a\gg1$, $E_m\approx4Ve^{-2a}$ sinks towards the bulk edge while heavy doping lifts the Fermi level above that edge. The Boltzmann supply then fails. The conductance follows $D(E)f(E)$, and since $-d\ln f/dE=(1-f)/kT$, its peak obeys

$$\frac{1}{E_{00}}\operatorname{arccosh}\sqrt{\frac VE}=\frac{1-f(E)}{kT} .$$

At $10^{20}$ cm$^{-3}$ the Fermi level is at 0.065 eV. The Boltzmann formula puts the peak at 0.0002 eV, whereas the conductance peaks at 0.055 eV, within $kT$ of the Fermi level. That figure keeps the empty-region parabola, which does not hold at energies below the Fermi level; solving Poisson's equation with Fermi electrons moves the peak to 0.063 eV, closer still to the Fermi level. At this doping an energy grid should be centred near the Fermi level. At heavier doping the distribution in normal energy spreads downward, and the grid should reach the bulk edge: at $10^{21}$ cm$^{-3}$, with the Poisson profile and a parabolic band, the median lies about $4\,kT$ below the Fermi level and 8% of the conductance lies more than $10\,kT$ below it. A nonparabolicity of 0.5 eV$^{-1}$ in the density of states halves that share, and the barrier, about 1.1 nm wide, is then no wider than roughly one dopant spacing, so these figures show only the trend. In the main example Fermi statistics leave the peak at 0.226 eV and change $\rho_c$ by about 0.14%.

Electrons that spill into the edge of the depletion region move the peak upward. With Boltzmann electrons the charge density is $qN(1-e^{-\phi/kT})$. Multiplying Poisson's equation by $\phi'$ and integrating from the bulk gives

$$\phi'^2=\frac{2q^2N}{\varepsilon}\left[\phi-kT\left(1-e^{-\phi/kT}\right)\right].$$

Everywhere under the barrier at the peak energy $\phi\ge E_m$, which is nearly $9\,kT$, so the exponential is negligible and the bracket is $\phi-kT$. The pure parabola obeys $\phi'^2=2q^2N\phi/\varepsilon$. The tunnelling region is therefore a parabola whose foot has been raised by $kT$, and

$$E_m\approx kT+\frac{V-kT}{\cosh^2(E_{00}/kT)} .$$

This gives 0.243 eV, in agreement with the numerical solution that keeps the exponential. The total exponent grows by $1-kT/E_0=0.26$, which lowers the current by about a quarter.

The metal wall supplies a factor that $e^{-\theta}$ omits. Let $g=\kappa/m$ in the semiconductor at the wall, with $\kappa$ the decay constant there, and let $b$ be the wavenumber divided by the mass in the metal. Matching the wave and its derivative over mass gives a squared amplitude ratio $4g^2/(g^2+b^2)$. Count flux as wavenumber over mass times squared amplitude. For unit incident flux the incident wave has amplitude $(k/m)^{-1/2}$, with $k$ its local wavenumber. The WKB connection formula at the smooth turning point joins this wave and its reflection to a decaying wave whose amplitude at the wall is $g^{-1/2}e^{-\theta/2}$. The squared amplitude arriving there is therefore $e^{-\theta}/g$, and the transmitted flux is $b$ times the squared amplitude in the metal. Hence

$$D\approx\frac{4gb}{g^2+b^2}\,e^{-\theta} .$$

For a model metal with the free-electron mass and a band bottom 5 eV below the bulk edge, the factor is 1.79 at $E_m$. A numerical solution of the wave equation gives 0.998 of this product. Agreement this close is particular to the chosen metal: the neglected variation of the WKB amplitude $\kappa^{-1/2}$ alone alters the logarithmic derivative at the wall by a fraction $|\kappa'|/(2\kappa^2)=E_{00}/[2(V-E_m)\tanh a]$, about 5%, so errors of a few per cent should be expected in general. Because the factor falls with energy here, it pulls the peak down to 0.221 eV, 2.5% below the formula. If $V$ and the metal's depth are both multiplied by 4 and then by 16, with $E_{00}$ and $kT$ fixed, the relative shift shrinks to 0.7% and 0.2%. The reason is that $\sigma^2$ grows as $V$ while the logarithmic slope of the factor falls as $1/V$, which leaves the absolute shift nearly constant. The formula is thus the leading result for large $V/E_{00}$ at fixed $a$. It also needs $E_m$ well above $E_{00}$, so that the turning point lies clear of the foot of the parabola. Here $E_m/E_{00}=8$, but with the same $V$ and $E_{00}$ and $a$ between 2 and 3 the peak from the wave equation departs from the formula by 15 to 50%, or up to 0.015 eV. These figures give the electron no transverse momentum in the metal. The four light valleys lie about $0.85\,(2\pi/a_0)$ from the zone centre, parallel to the interface, with $a_0$ the lattice constant. If that momentum is conserved, a free electron spends about 3.7 eV on it and the effective depth falls to 1.3 eV. The factor then becomes 1.98 and the peak moves up to 0.229 eV, so even the sign of this small shift depends on the metal.

The classical image force, added with the static permittivity and with $V$ held fixed, cuts the barrier top from 0.608 to 0.500 eV. It moves the peak only to 0.230 eV but multiplies the transmission at $E_m$ by 2.5. The two valleys with mass $0.92\,m_0$ along the normal have their own peak at 0.48 eV, but carry just 0.2% of the light valleys' current in this example; the share grows to 1.6% at 400 K and to 13% at $10^{17}$ cm$^{-3}$ and 300 K. Temperature matters far more to the position: at 400 K, with doping and barrier height unchanged, $V=0.578$ eV and the peak moves to 0.320 eV.

Beside real devices, the chosen doping is low. Source and drain contacts in advanced silicon transistors are doped to roughly $10^{20}$ cm$^{-3}$ or more, and their resistivities are many orders of magnitude below the $0.025\ \Omega\,$cm$^2$ found here. Among the assumptions they break is the Boltzmann supply, which at $10^{20}$ cm$^{-3}$ misplaces the conductance peak by about 0.06 eV. The example corresponds instead to a moderately doped contact. Even there, the mean dopant spacing of 5.85 nm is almost half of $W$, so the smooth parabola is an average over a grainy potential; the effect of that graininess has not been evaluated, nor has that of band-gap narrowing. Full ionisation is also an idealisation at this doping. A discrete donor level 45 meV deep, which overstates the effect so near the Mott density, leaves half the bulk donors neutral and lowers the Fermi level to 0.062 eV below the edge. It puts the peak at 0.239 eV, 11.6 $kT$ above the Fermi level against 11.0 $kT$ with the electron tail alone, and raises $\rho_c$ by a further 30%. For this example, each correction computed at 300 K for the light valleys moves the peak in normal energy by less than 0.02 eV, while the image force raises the current by a factor of 2.5 and the wall factor by 1.7 for the 5 eV metal, or from about 1.4 to 2.0 as the effective depth goes from 10 to 1.3 eV. All of these keep the parabolic decay constant, although the electron tunnels up to 0.4 eV below the band edge in a gap of 1.12 eV. If $\phi-E$ under the root is replaced by $(\phi-E)[1-\beta(\phi-E)]$, the peak moves to 0.19 eV for $\beta=0.5$ eV$^{-1}$ and to 0.15 eV for $\beta$ equal to the inverse gap, which puts it inside a window of $\pm10\,kT$, and the current rises by a factor of 1.7 to 3. These two values of $\beta$ are illustrative and exceed the one that applies when transverse momentum is conserved, because the 1.12 eV gap is indirect and at the light valleys' momentum the valence band lies 3.6 to 3.9 eV below the conduction edge in pseudopotential bands. An empirical-pseudopotential complex band along the tunnelling direction, taken at the valley centre, gives $\beta$ between 0.16 and 0.19 eV$^{-1}$, depending on the form factors. Used alone, this would put the peak at about 0.215 eV and raise the current by about 20%. Away from the valley centre the decay constant is larger, however, and when the same bands are summed over the thermal spread of transverse momentum the peak lies near 0.223 eV, still just outside the $\pm10\,kT$ window, and the current is about 8% below the parabolic value. For all these values of $\beta$ the formula places the peak within $\sigma$, which is enough to lay out an energy grid, and the resistivity is an estimate of order of magnitude for the assumed barrier height, since a change of 0.05 eV in that height alters $\rho_c$ by a factor of 4. The numerical output lists many, though not all, of the values behind these comparisons, with the transmission denoted there by T.

## Values computed for the example and the checks

```
Barrier height (rough): 0.65 eV
Doping: 5.0e+18 cm^-3
Relative permittivity: 11.7
Light, heavy normal mass: 0.19, 0.92 m0
Temperature: 300 K
kT: 0.02585 eV
Fermi level minus bulk edge: -0.0424 eV
Band bending V: 0.6076 eV
Depletion width W: 12.54 nm
Interface field 2V/W: 0.969 MV/cm
E00: 0.02784 eV
E00/kT: 1.0771
cosh^2(E00/kT): 2.6842
Peak energy E_m: 0.2264 eV
Peak above Fermi level: 10.40 kT
Largest peak error in scan: 7.2e-09 eV
Gaussian width sigma: 0.0999 eV
Action theta at peak: 8.529
E0: 0.03515 eV
Total exponent V/E0: 17.286
Richardson constant, 4 valleys: 201.0 A/cm2K2
One-way current, quadrature: 1.0343 A/cm2
One-way current, Gaussian: 1.0591 A/cm2
Contact resistivity, quadrature: 0.02499 ohm cm2
Contact resistivity, Gaussian: 0.02441 ohm cm2
Contact resistivity, Fermi-Dirac: 0.02503 ohm cm2
Finite-bias slope times kT/J0: 1.000001
Peak in total energy: 0.2517 eV
Total-energy shift: 0.980 kT
Fermi-Dirac one-way peak: 0.2264 eV
Fermi-Dirac conductance peak: 0.2264 eV
Over-barrier share, example: 2.10e-04
Light doping 1e+17 cm^-3: theta at peak 0.297
Light doping over-barrier share: 0.323
Heavy doping 1e+20 cm^-3: Fermi level 0.0652 eV
Heavy doping formula peak: 0.00019 eV
Heavy doping conductance peak: 0.0553 eV
Model metal band depth: 5.0 eV
Wave-equation peak: 0.2207 eV
Wall prefactor at E_m: 1.791
V x 1: relative peak shift -0.02494
V x 1: wave T / (wall x WKB) 0.9978
V x 4: relative peak shift -0.00673
V x 4: wave T / (wall x WKB) 1.0001
V x 16: relative peak shift -0.00178
V x 16: wave T / (wall x WKB) 1.0000
Peak with mobile-electron tail: 0.2426 eV
Tail formula: 0.2426 eV
Barrier top with image force: 0.4997 eV
Peak with image force: 0.2304 eV
Image-force gain of T at E_m: 2.49 times
Heavy valleys: E00 0.01265 eV, peak 0.4825 eV
Heavy/light valley current: 0.0019
At 400 K: V 0.5779 eV, peak 0.3197 eV
Mean dopant spacing N^(-1/3): 5.85 nm
```
